# Why RHF bonds tend to be short and vibrations stiff

Suppose that a harmonic frequency of H\(_2\) is wanted, and that a restricted Hartree-Fock (RHF) calculation gives 4589 cm\(^{-1}\). A rule says that such frequencies are about ten percent too high, so one divides by 1.10 and obtains 4172 cm\(^{-1}\). The full configuration-interaction (full-CI) value in the same basis is 4411 cm\(^{-1}\). The correction has turned an error of 4 percent above this reference into one of 5 percent below it.

A second false conclusion lies close by. RHF separates H\(_2\) to an energy far above that of two hydrogen atoms, and one may think that this height makes the bond short and stiff. But adding a constant to a potential curve moves neither its minimum nor its curvature. To see what does, the error must be followed as a function of the bond length.

## An error added to a good curve

Let \(E(R)\) be the full-CI energy at internuclear distance \(R\), with the nuclei fixed, and let the RHF energy in the same basis be

\[
E_{\rm RHF}(R)=E(R)+\Delta(R).
\]

The full-CI space contains the RHF determinant, so the variational principle gives \(\Delta\ge 0\); it is minus the correlation energy. Primes denote derivatives with respect to \(R\). At the full-CI minimum \(R_e\), \(E'(R_e)=0\) and \(E''(R_e)=k>0\). Therefore

\[
E_{\rm RHF}'(R_e)=\Delta'(R_e).
\]

The RHF gradient at the correct geometry is the slope of the error. If it is positive, the energy falls when the bond is shortened, and a geometry optimization started there moves inward.

To find how far, treat \(\Delta\) and its derivatives as small quantities of first order. The RHF minimum lies at \(R_e+\delta R\), where

\[
0=E'(R_e+\delta R)+\Delta'(R_e+\delta R)
 =k\,\delta R+\Delta'(R_e)+\text{second order}.
\]

The term \(\Delta''\delta R\) is a product of two small quantities and has been dropped. Hence

\[
\delta R=-\frac{\Delta'(R_e)}{k}.
\]

The force constant is the curvature at the new minimum:

\[
k_{\rm RHF}=E''(R_e+\delta R)+\Delta''(R_e+\delta R)
 =k+E'''(R_e)\,\delta R+\Delta''(R_e)
\]

to first order. There are two contributions: the error is itself curved, and the good curve is sampled at a different place.

The second contribution needs the third derivative of \(E\). A Morse curve of depth \(D\) and range parameter \(a\) supplies an estimate. With \(q=R-R_e\),

\[
V(q)=D(1-e^{-aq})^2=D\left(1-2e^{-aq}+e^{-2aq}\right),
\]
\[
V''=Da^2\left(-2e^{-aq}+4e^{-2aq}\right),\qquad
V'''=Da^3\left(2e^{-aq}-8e^{-2aq}\right).
\]

At \(q=0\) these are \(k=2Da^2\) and \(V'''=-6Da^3=-3ak\). The negative sign says that the curve is stiffer on its inner side. Inserting \(\delta R=-\Delta'/k\) gives \(V'''\delta R=+3a\Delta'\), so that

\[
k_{\rm RHF}-k=\Delta''(R_e)+3a\,\Delta'(R_e).
\]

The harmonic frequency is \(\omega=\sqrt{k/\mu}\) with reduced mass \(\mu\), so a small relative change of \(k\) produces half that relative change of \(\omega\):

\[
\frac{\delta\omega}{\omega}=\frac{\Delta''(R_e)+3a\,\Delta'(R_e)}{2k}.
\]

The value of \(\Delta\) appears in neither result. The bond is short if the error rises with \(R\) at \(R_e\), and the frequency is then raised unless a sufficiently negative \(\Delta''\) cancels the effect of the shorter bond.

## What RHF does to a separated bond

Put the two electrons of H\(_2\) into the bonding orbital \(\sigma=(a+b)/\sqrt2\), where \(a\) and \(b\) are equal orbitals on the two atoms, so far apart that they do not overlap. The spatial wavefunction is

\[
\sigma(1)\sigma(2)=\tfrac12\left[a(1)a(2)+b(1)b(2)+a(1)b(2)+b(1)a(2)\right].
\]

The first two terms put both electrons on one atom. They carry half of the total weight, however large \(R\) is.

The energy follows term by term, in atomic units. Let \(h_{aa}\) be the kinetic energy plus the attraction to the electron's own nucleus. For a spherical \(a\), the other nucleus adds \(-1/R\), so two electrons contribute \(2h_{aa}-2/R\). The density of one electron is \(\sigma^2=\tfrac12(a^2+b^2)\), and the repulsion of the pair is

\[
\tfrac14\left[(aa|aa)+(bb|bb)+2(aa|bb)\right]
=\tfrac12(aa|aa)+\frac{1}{2R},
\]

because \((aa|bb)=1/R\) for separated spherical charges. The nuclear repulsion is \(1/R\). The sum is

\[
E_{\rm RHF}\to 2h_{aa}+\tfrac12(aa|aa)-\frac1{2R}.
\]

The tail has a direct meaning: half of the wavefunction is an ion pair, whose attraction is \(-1/R\). The orbital \(a\) is the one that minimizes the first two terms.

In the cc-pVTZ basis this minimum is \(-0.7123\) hartree, while two free atoms have \(-0.9996\) hartree. The limit is too high by 0.2873 hartree. (The half-anionic orbital is diffuse; in a nearly complete basis the minimum is \(-0.7154\) hartree and the excess 0.2846.) This is the incorrect dissociation term at its full size. Its height does not enter the formulas for the bond; its growth on the way there does.

## A solvable model of the growing error

Two electrons on two sites show how the error grows. Let \(a\) and \(b\) now be orthonormal site orbitals of zero energy. An electron hops between them with matrix element \(-t\), \(t>0\), and two electrons on the same site repel each other by \(U>0\). The model is meant to describe the error \(\Delta\), not the whole binding curve; the Morse function stands for the latter.

The symmetric singlet states are a covalent and an ionic one,

\[
|C\rangle=\frac{|ab\rangle+|ba\rangle}{\sqrt2},\qquad
|I\rangle=\frac{|aa\rangle+|bb\rangle}{\sqrt2}.
\]

Hopping turns \(|aa\rangle\) into \(-t(|ba\rangle+|ab\rangle)\), and \(|bb\rangle\) into the same combination. Hence

\[
H|I\rangle=U|I\rangle-\frac{2t}{\sqrt2}\left(|ab\rangle+|ba\rangle\right)
=U|I\rangle-2t|C\rangle .
\]

The coupling is \(-2t\), the ionic energy \(U\) and the covalent energy zero. The eigenvalues obey \(\mathcal E(\mathcal E-U)-4t^2=0\), and the lower one is

\[
\mathcal E=\tfrac12\left(U-\sqrt{U^2+16t^2}\right).
\]

For RHF, place both electrons in \(\cos\theta\,a+\sin\theta\,b\). The hopping energy is \(-2t\sin2\theta\), and the repulsion is \(U(\cos^4\theta+\sin^4\theta)=U(1-\tfrac12\sin^22\theta)\). For \(\sin2\theta\ge0\) both terms fall as \(\sin2\theta\) grows. A negative value has the same repulsion as the positive value of equal size, but a higher hopping energy, so the minimum has \(\sin2\theta=1\), the bonding orbital. Its energy is \(\mathcal E_{\rm RHF}=U/2-2t\), and its state is \((|C\rangle+|I\rangle)/\sqrt2\), half ionic for every \(t\).

With \(x=4t/U\) and \(s=\sqrt{1+x^2}\), the difference of the two energies is

\[
\Delta=\tfrac12\sqrt{U^2+16t^2}-2t=\frac U2\,(s-x).
\]

The ionic weight \(w\) of the exact model state follows from the Hellmann-Feynman theorem, since \(U\) multiplies the projector on ionic configurations:

\[
w=\frac{\partial\mathcal E}{\partial U}
=\frac12\left(1-\frac{U}{\sqrt{U^2+16t^2}}\right)
=\frac12\left(1-\frac1s\right).
\]

At \(x=2\) it is 0.28, and \(\Delta=0.12\,U\). At \(x=0.2\), a stretched bond, it has dropped to 0.01, while RHF still has 0.5; the error is now \(0.41\,U\). The correct state removes the expensive ionic part as hopping weakens. RHF cannot, because one doubly occupied bonding orbital fixes the ratio of ionic to covalent terms.

Now let the bond stretch. Take \(U\) constant and \(t\propto e^{-bR}\) with \(b>0\), as suits orbitals with exponential tails. Then \(dx/dR=-bx\), and \(ds/dx=x/s\). The chain rule gives

\[
\Delta'=\frac U2\left(\frac xs-1\right)(-bx)
=\frac{bU}{2}\,x\left(1-\frac xs\right)>0,
\]

since \(s>x\). In this model the RHF error rises at every distance, also near equilibrium. This is the link between wrong dissociation and short bonds.

For the curvature, write \(\Delta'=(bU/2)(x-x^2/s)\). The derivative of the bracket with respect to \(x\) is \(1-2x/s+x^3/s^3\). Multiplying by \(-bx\) and setting \(c=x/s\), which lies between 0 and 1, we obtain

\[
\Delta''=\frac{b^2U}{2}\,x\left(2c-c^3-1\right)
=\frac{b^2U}{2}\,x\,(1-c)(c^2+c-1).
\]

The factorization is checked by multiplying out: \((1-c)(c^2+c-1)=2c-1-c^3\). The sign changes where \(c^2+c=1\), at \(c=(\sqrt5-1)/2\). There \(1-c^2=c\) and \(c^2=1-c\), so

\[
x^2=\frac{c^2}{1-c^2}=\frac{1-c}{c}=\frac{c^2}{c}=c,
\]

or \(x=0.786\). For stronger hopping the error curves upward and stiffens the bond directly. For weaker hopping it flattens towards \(U/2\), and \(\Delta''<0\).

Adding this \(\Delta\) to the Morse curve gives the combination that controls the frequency:

\[
\Delta''+3a\Delta'=\frac{bU}{2}\,x(1-c)\left[3a-b(1-c-c^2)\right].
\]

Because \(1-c-c^2<1\), the condition \(b\le3a\) is enough to make this positive for every \(x\). Even where the error has begun to flatten, the shorter bond can then keep the frequency too high.

The model has limits. It lacks the \(-1/(2R)\) tail, and its correlation is entirely of the left-right kind, in which one electron stays on one atom while the other is on the second. A real molecule has more.

## The numbers for H\(_2\)

The curves below are nonrelativistic Born-Oppenheimer energies in cc-pVTZ. Full CI is complete within that basis, but the basis itself is not complete.

| Method | Bond length (bohr) | \(k\) (hartree/bohr\(^2\)) | \(\omega\) (cm\(^{-1}\)) |
|---|---:|---:|---:|
| RHF | 1.3879 | 0.4013 | 4589 |
| Full CI | 1.4034 | 0.3708 | 4411 |

In angstrom the bond lengths are 0.7344 and 0.7426. The frequencies use the proton mass. The last digits belong to this basis: in cc-pVQZ both bonds are 0.001 to 0.002 bohr shorter, both frequencies are 6 to 7 cm\(^{-1}\) lower, the slope \(\Delta'\) below becomes 0.0060 and the curvature \(\Delta''\) 0.0108, while the frequency ratio stays at 1.04. At the full-CI minimum the error has

\[
\Delta'=0.00606\ \text{hartree/bohr},\qquad
\Delta''=0.01032\ \text{hartree/bohr}^2 .
\]

The analytic RHF gradient at that geometry is also 0.00606 hartree/bohr, as the relation \(E_{\rm RHF}'(R_e)=\Delta'(R_e)\) requires. The predicted shift is

\[
\delta R=-\frac{0.00606}{0.3708}=-0.0163\ \text{bohr},
\]

against \(1.3879-1.4034=-0.0155\) bohr from the two minima.

For the frequency, the full-CI well depth \(D=0.1727\) hartree gives

\[
a=\sqrt{\frac{k}{2D}}=\sqrt{\frac{0.3708}{0.3454}}=1.036\ \text{bohr}^{-1}.
\]

The two contributions are

\[
\frac{\Delta''}{2k}=\frac{0.01032}{0.7416}=1.4\,\%,\qquad
\frac{3a\Delta'}{2k}=\frac{3(1.036)(0.00606)}{0.7416}=2.5\,\%.
\]

Their sum is 3.9 percent of the full-CI frequency; the direct difference is 4.0 percent. In this estimate nearly two thirds of the stiffening comes from the shorter bond, and the rest from the curvature of the error.

The close agreement is partly fortunate. The full-CI curve has \(E'''=-1.279\) hartree/bohr\(^3\), whereas the Morse estimate \(-3ak\) is \(-1.152\), ten percent smaller in magnitude. With the full-CI value the first-order sum would be 4.2 percent, so the Morse error and the neglected second-order terms partly cancel. Adding the computed \(\Delta(R)\) to the Morse curve and locating the minimum without the first-order expansion gives a shift of \(-0.0155\) bohr and a frequency 3.8 percent too high.

The error also grows with distance much as the model suggests; its slope was checked to be positive from 1.2 to 5.5 bohr. It is 0.045 hartree at 2 bohr, 0.105 at 4 bohr and 0.179 at 6 bohr. Its slope is greatest near 4.2 bohr, where it is about seven times the slope at equilibrium (6.6 times in aug-cc-pVTZ). The bond therefore feels the early, gentle part of the rise.

## Wrong dissociation is not the whole error

The two-site model also shows how to repair the dissociation. With the antibonding orbital \((a-b)/\sqrt2\) doubly occupied, the state is \((|I\rangle-|C\rangle)/\sqrt2\). Subtracting it from the bonding configuration cancels the ionic part. A wavefunction with both configurations and a free ratio between them can therefore become purely covalent.

For H\(_2\) this is CASSCF with two electrons in two orbitals, the orbitals being optimized as well. At 8 bohr its energy is \(-0.9996\) hartree, within about \(10^{-5}\) hartree of full CI, while RHF gives \(-0.7822\). With diffuse functions (aug-cc-pVTZ) the gap to full CI is \(3\times10^{-5}\) hartree and RHF gives \(-0.7860\). The wrong dissociation is gone.

The bond length, however, is now 1.4273 bohr, which is 0.024 bohr longer than full CI. The frequency is 4229 cm\(^{-1}\), 4 percent below full CI. Splitting the slope of \(\Delta\) at \(R_e\) shows why:

\[
\underbrace{0.01456}_{\text{RHF}-\text{CASSCF}}
+\underbrace{(-0.00850)}_{\text{CASSCF}-\text{full CI}}
=0.00606\ \text{hartree/bohr}.
\]

The first part is the left-right error, and it pushes the bond inward. The second is the correlation still missing from CASSCF. It falls as the bond stretches, so omitting it pushes the bond outward: by the first-order formula, \(0.00850/0.3708=0.023\) bohr, close to the observed 0.024.

RHF omits both kinds of correlation. Its bond in H\(_2\) is short because the left-right slope is the larger, and the final error is less than half of what that slope alone would cause. A method that cures the dissociation can thus have a bond-length error at equilibrium as large as that of RHF, or larger, with the opposite sign.

## Where the ten percent appears

A measured fundamental is the energy from the ground to the first excited vibrational level. It differs from the harmonic frequency because the well is anharmonic. Solving the vibrational Schrödinger equation for non-rotating H\(_2\) gives fundamentals of 4377 cm\(^{-1}\) on the RHF curve and 4167 cm\(^{-1}\) on the full-CI curve. In cc-pVQZ the fundamentals are 3 to 4 cm\(^{-1}\) lower, and the ratios below change by about 0.001 or less. Three ratios can now be formed:

- RHF harmonic to full-CI harmonic: 1.040.
- RHF fundamental to full-CI fundamental: 1.050.
- RHF harmonic to full-CI fundamental: 1.101.

The last ratio mixes two errors. It is the product of the electronic error, \(4589/4411=1.040\), and the neglected anharmonicity, \(4411/4167=1.059\). For H\(_2\) the ten percent appears in this mixed comparison. Dividing by 1.10 at the start therefore landed near the fundamental, not the harmonic frequency. The value 4172 lies close to 4167 because a factor of 1.04 from the electronic error and one of 1.06 from the anharmonicity multiply to 1.10. This agreement does not make 4172 a good harmonic frequency.

In other molecules the harmonic error alone can be larger. The following values use cc-pVDZ and frozen-core coupled-cluster references: CCSD(T) for N\(_2\) and hydrogen fluoride, and CCSD for Li\(_2\), where it is full CI for the two valence electrons. Core correlation and the remaining basis error are left out, as are the higher excitations that CCSD(T) does not treat.

| Molecule | RHF minus reference bond length (bohr) | \(\Delta'(R_e)\) (hartree/bohr) | RHF/reference \(\omega\) |
|---|---:|---:|---:|
| N\(_2\) | \(-0.079\) | 0.138 | 1.18 |
| HF | \(-0.035\) | 0.023 | 1.07 |
| Li\(_2\) | \(+0.151\) | \(-0.0025\) | 0.99 |

Here \(\Delta\) is the RHF energy minus the reference energy. Relative to the reference, the harmonic errors of these three molecules run from about 1 percent low to 18 percent high, so no single factor corrects them all. The entries hold for cc-pVDZ and are not basis-set limits: for Li\(_2\), cc-pVTZ gives a bond shift of \(+0.156\) bohr and a ratio of 0.98.

Li\(_2\) shows the condition at work. Its error falls with distance at the reference minimum, so the RHF bond is too long. The frequency is only slightly low because two larger terms nearly cancel: to first order the longer bond lowers it by about 9 percent, and the upward curvature of the error raises it by about 7 percent. Wrong dissociation of a two-electron bond therefore does not by itself guarantee a short bond. The slope of the whole error at equilibrium decides the direction.

The sign rule is more robust than the first-order formula. If \(E_{\rm RHF}\) is convex between \(R_e\) and its own minimum, its slope increases throughout that interval and reaches zero at the minimum. A positive slope at \(R_e\) then places the minimum at smaller \(R\), and a negative slope places it at larger \(R\), whatever the size of the shift. The numerical check confirms this relation between slope and shift for all three molecules.

## Computed values

```
Two-site model, U = 1
 4t/U = 0.2: Delta/U = 0.4099, exact ionic weight = 0.0097
 4t/U = 2.0: Delta/U = 0.1180, exact ionic weight = 0.2764
 Delta'' changes sign at 4t/U = 0.7862
H2, cc-pVTZ: dissociation (hartree)
 two free H atoms                  -0.99962
 RHF limit from one-centre formula -0.71233
 RHF at 40 bohr plus 1/(2R)        -0.71233
 excess of the RHF limit           0.28729
 RHF energy, 40 minus 20 bohr      0.01250
 at 8 bohr: RHF -0.78217, CASSCF -0.99964, full CI -0.99965
H2, cc-pVTZ: equilibrium
 RHF      R = 1.3879 bohr = 0.7344 angstrom, k = 0.4013 hartree/bohr^2, w = 4589 cm^-1
 CASSCF   R = 1.4273 bohr = 0.7553 angstrom, k = 0.3408 hartree/bohr^2, w = 4229 cm^-1
 full CI  R = 1.4034 bohr = 0.7426 angstrom, k = 0.3708 hartree/bohr^2, w = 4411 cm^-1
 Delta(Re)   = 0.03939 hartree
 Delta'(Re)  = 0.00606 hartree/bohr; RHF analytic gradient 0.00606
 Delta''(Re) = 0.01032 hartree/bohr^2
 RHF analytic Hessian at its minimum = 0.4013 hartree/bohr^2
 slope, left-right part = 0.01456 hartree/bohr
 slope, remaining part  = -0.00850 hartree/bohr
H2: Morse curve plus Delta
 D = 0.17272 hartree, a = 1.0360 bohr^-1
 E''' = -1.2791, Morse -3ak = -1.1524 hartree/bohr^3
 bond shift (bohr): direct -0.01550, Morse+Delta -0.01554, first order -0.01635
 frequency shift (%): direct 4.04, Morse+Delta 3.76, first order 3.93
 first-order parts (%): Delta'' 1.39, shorter bond 2.54
H2: growth of Delta, and fundamentals
 Delta(1 bohr) = 0.0377 hartree
 Delta(2 bohr) = 0.0451 hartree
 Delta(3 bohr) = 0.0667 hartree
 Delta(4 bohr) = 0.1046 hartree
 Delta(6 bohr) = 0.1787 hartree
 Delta is steepest at 4.16 bohr, slope 0.0427 hartree/bohr
 fundamental: RHF 4377, full CI 4167 cm^-1
 RHF harmonic / full-CI harmonic       = 1.0404
 RHF fundamental / full-CI fundamental = 1.0505
 RHF harmonic / full-CI fundamental    = 1.1012
Other molecules, cc-pVDZ, frozen-core reference (R in bohr)
 N2  RHF R = 2.0358, CCSD(T) R = 2.1145, Delta' = 0.13790 hartree/bohr, w ratio = 1.1803
 HF  RHF R = 1.7036, CCSD(T) R = 1.7383, Delta' = 0.02322 hartree/bohr, w ratio = 1.0706
 Li2 RHF R = 5.3067, CCSD R = 5.1558, Delta' = -0.00246 hartree/bohr, w ratio = 0.9895
```
